\section*{Logarithms and the gauge-fixed constant in light-by-light scattering}

Two light beams crossing in vacuum do not influence each other in Maxwell's theory, whose equations are linear. In quantum electrodynamics they do, because photons couple to virtual electrons: at lowest order four photons attach to one closed electron loop. At large loop momentum $p$ each of the four propagators falls as $1/p$, so the integral behaves as $\int d^4p/p^4$ and seems to diverge logarithmically. A divergence would need a counterterm with four potentials and no derivatives, proportional to $(A_\mu A_\mu)^2$. Such a term is not gauge invariant, and the theory has no coupling constant to absorb it. The logarithms must therefore cancel, and any finite term of the same form must be absent too. The first happens by itself when the diagrams are added. The second depends on how the integral is defined.

I use units $\hbar=c=1$, an electron mass $m>0$, and Euclidean momenta, for which no propagator becomes singular. The Dirac matrices are Hermitian, with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$ and $\mathrm{tr}\,1=4$, and $\slashed p=\gamma_\mu p_\mu$. Integrating out the electron gives a factor $e^{-\Gamma[A]}$ with
\begin{equation}
\Gamma[A]=-\mathrm{Tr}\ln\left(i\slashed p+m+ie\slashed A\right),\qquad
S(p)=\frac{1}{i\slashed p+m}=\frac{m-i\slashed p}{p^2+m^2}.
\end{equation}
The last form follows from $\slashed p^2=p^2$. In the expansion of the logarithm the fourth-order term is $-\frac14\mathrm{Tr}(S\,ie\slashed A)^4$. Since $i^4=1$, this gives
\begin{equation}
\Gamma_4=\frac{e^4}{4}\,\mathrm{Tr}\,(S\slashed A)^4 .
\end{equation}
Four distinct photons can be assigned to the four places in $4!=24$ ways. Cyclic rotations leave the trace unchanged, so each distinct order occurs four times and cancels the factor $1/4$. Six orientations remain. With all photon momenta incoming, $k_1+k_2+k_3+k_4=0$, the fourth derivative of $\Gamma$ is $e^4\Pi$, where
\begin{equation}
\Pi(k)=\sum_{(a,b,c)}\int\!\frac{d^4p}{(2\pi)^4}\,
\mathrm{tr}\left[\gamma_1S(p)\gamma_aS(p-k_a)\gamma_bS(p-k_a-k_b)\gamma_cS(p+k_1)\right].
\label{eq:box}
\end{equation}
Here $(a,b,c)$ runs over the permutations of $(2,3,4)$, and $\gamma_1$ stands for $\gamma_\mu$ with the index of photon 1, and so on. The last argument is $p-k_a-k_b-k_c=p+k_1$.

Consider the order $\mu\nu\rho\sigma$ at large $p$. Each propagator becomes $-i\slashed p/p^2$, and $(-i)^4=1$, so the integrand tends to $N/p^8$ with $N=\mathrm{tr}[\gamma_\mu\slashed p\gamma_\nu\slashed p\gamma_\rho\slashed p\gamma_\sigma\slashed p]$. The anticommutator gives $\slashed p\gamma_\nu\slashed p=2p_\nu\slashed p-p^2\gamma_\nu$. Using this twice,
\begin{align}
N={}&4p_\nu p_\sigma\,\mathrm{tr}[\gamma_\mu\slashed p\gamma_\rho\slashed p]
-2p^2p_\nu\,\mathrm{tr}[\gamma_\mu\slashed p\gamma_\rho\gamma_\sigma]\nonumber\\
&-2p^2p_\sigma\,\mathrm{tr}[\gamma_\mu\gamma_\nu\gamma_\rho\slashed p]
+p^4\,\mathrm{tr}[\gamma_\mu\gamma_\nu\gamma_\rho\gamma_\sigma].
\end{align}
Define the three pairings
\begin{equation}
X=\delta_{\mu\nu}\delta_{\rho\sigma},\quad
Y=\delta_{\mu\rho}\delta_{\nu\sigma},\quad
Z=\delta_{\mu\sigma}\delta_{\nu\rho},\quad
\mathcal S=X+Y+Z .
\end{equation}
The trace of four matrices is $4(X-Y+Z)$, and the same rule applies when a matrix is replaced by $\slashed p$. The four terms of $N$ are then
\begin{align}
&32\,p_\mu p_\nu p_\rho p_\sigma-16p^2\delta_{\mu\rho}p_\nu p_\sigma,\nonumber\\
&-8p^2\left(p_\mu p_\nu\delta_{\rho\sigma}-\delta_{\mu\rho}p_\nu p_\sigma+p_\nu p_\rho\delta_{\mu\sigma}\right),\nonumber\\
&-8p^2\left(p_\rho p_\sigma\delta_{\mu\nu}-\delta_{\mu\rho}p_\nu p_\sigma+p_\sigma p_\mu\delta_{\nu\rho}\right),\qquad
4p^4(X-Y+Z).
\end{align}
The terms with $\delta_{\mu\rho}p_\nu p_\sigma$ have coefficients $-16+8+8=0$ and drop out.

Now average over directions, in $d$ dimensions for later use. Rotational symmetry gives $\langle p_\mu p_\nu\rangle=p^2\delta_{\mu\nu}/d$. The average of four components must be proportional to $\mathcal S$. Contracting with $\delta_{\mu\nu}\delta_{\rho\sigma}$ turns $\mathcal S$ into $d^2+2d$, so $\langle p_\mu p_\nu p_\rho p_\sigma\rangle=p^4\mathcal S/[d(d+2)]$. Hence
\begin{equation}
\frac{\langle N\rangle}{p^4}=\frac{32\,\mathcal S}{d(d+2)}-\frac{16}{d}(X+Z)+4(X-Y+Z).
\label{eq:avg}
\end{equation}
At $d=4$ the last two terms add to $-4Y$, and the result is $\frac43\mathcal S-4Y=\frac43(X+Z-2Y)$. The unit sphere in four dimensions has area $2\pi^2$, so $\int d^4p/[(2\pi)^4p^4]$ contributes $\ln\Lambda/(8\pi^2)$ for a cutoff $\Lambda$. One orientation therefore diverges as
\begin{equation}
\frac{1}{6\pi^2}\left(\mathcal S-3Y\right)\ln\Lambda ,
\label{eq:slope}
\end{equation}
where $Y$ pairs the photons that sit opposite each other in the loop. Each of the three pairings is the opposite one in two of the six orientations. The sum of the brackets is $6\mathcal S-3\cdot2\mathcal S=0$, and the logarithms cancel.

For polarizations $x,x,y,y$ of photons 1 to 4, the pairing (12)(34) equals one and the others vanish. It is the opposite pairing in the orders 1324 and 1423, whose slopes are $-2/(6\pi^2)=-0.03377$. The other four slopes are $+1/(6\pi^2)=0.01689$. Two negative terms of double size balance four positive ones.

The cancellation depends on the dimension. Keep $\mathrm{tr}\,1=4$ for all $d$. Summing \eqref{eq:avg} over the orientations replaces $X+Z=\mathcal S-Y$ by $4\mathcal S$ and $X-Y+Z=\mathcal S-2Y$ by $2\mathcal S$, which gives
\begin{equation}
\left[\frac{192}{d(d+2)}-\frac{64}{d}+8\right]\mathcal S
=\frac{8(d-2)(d-4)}{d(d+2)}\,\mathcal S .
\label{eq:dsum}
\end{equation}
The sum vanishes only at $d=2$, where the integral converges at large $p$ anyway, and at $d=4$. The zero at $d=4$ is simple. If the integral is continued in $d$, this zero can meet a pole and leave a finite term.

What remains in four dimensions is seen most clearly at zero photon momentum, where the potential is constant and merely replaces $p$ by $p+eA$. The eigenvalues of $\slashed p$ are $\pm|p|$, each twice, so $\det(i\slashed p+m)=(p^2+m^2)^2$. The integrand of $\Gamma$ is $-L(p+eA)$ with $L(p)=2\ln(p^2+m^2)$. Four derivatives with respect to $A$ give the sum of all six orientations,
\begin{equation}
\Pi_{\mu\nu\rho\sigma}(0)=-\int\!\frac{d^4p}{(2\pi)^4}\,\partial_\mu\partial_\nu\partial_\rho\partial_\sigma L .
\label{eq:total}
\end{equation}
This is a total derivative. Were a shift of $p$ harmless in $\Gamma$ itself, a constant potential could have no effect and the integral would vanish. But $\partial^3L$ falls only as $1/p^3$, while the bounding surface grows as $p^3$. A finite surface term survives.

For a spherical boundary the result has the form $c\,\mathcal S$. Contracting both index pairs gives $24c=-\int\Box^2L\,d^4p/(2\pi)^4$. At large $p$, the radial form $\Box f=f''+3f'/p$ yields $\Box\ln p^2=-2/p^2+6/p^2=4/p^2$, so $\Box L\to8/p^2$, with radial derivative $-16/p^3$. Mass corrections fall faster and do not reach the boundary. Multiplying by the area $2\pi^2p^3$ and dividing by $16\pi^4$,
\begin{equation}
24c=\frac{32\pi^2}{16\pi^4}=\frac{2}{\pi^2},\qquad
\Pi(0)=\frac{\mathcal S}{12\pi^2}\quad\text{(spherical cutoff)}.
\label{eq:constant}
\end{equation}
The constant does not depend on $m$. Since $\mathcal S$ contracted with four equal potentials is $3(A^2)^2$, it adds $\frac{3}{24}\,e^4(A^2)^2/(12\pi^2)=e^4(A^2)^2/(96\pi^2)$ to the action density. A constant potential, which carries no field, would then change the action.

The number in \eqref{eq:constant} depends on the shape of the boundary. Suppose that $p_4$ is integrated first, over its whole range. For the component 4444 the inner integral is the difference of $\partial_4^3L$ between $p_4=\pm\infty$, which is zero. For 3333, set $\omega=\sqrt{\mathbf p^2+m^2}$. Since
\begin{equation}
\frac{\partial}{\partial\omega}\int\frac{dp_4}{2\pi}\,2\ln(p_4^2+\omega^2)
=\int\frac{dp_4}{2\pi}\frac{4\omega}{p_4^2+\omega^2}=2 ,
\end{equation}
the inner integral of $L$ is $2\omega$ plus a term independent of $\omega$, which the derivatives remove. There remains $-\int d^3p\,\partial_3^4(2\omega)/(2\pi)^3$, taken over a large three-dimensional ball. Its full tensor is again proportional to the sum of pairings, whose complete contraction is $3\cdot5=15$ and whose 3333 component is 3. The component is thus one fifth of the contracted integral. At large $|\mathbf p|$, $\nabla^2(2|\mathbf p|)=4/|\mathbf p|$, with radial derivative $-4/\mathbf p^2$, and the area is $4\pi\mathbf p^2$. Therefore
\begin{equation}
\Pi_{3333}(0)=\frac15\cdot\frac{16\pi}{8\pi^3}=\frac{2}{5\pi^2}=0.0405
\quad(p_4\text{ first}),
\end{equation}
whereas the spherical cutoff gives $3/(12\pi^2)=0.0253$ for both 3333 and 4444. The loop integral as written does not determine its own constant part.

The dependence on the photon momenta is free of this ambiguity. In each orientation the difference between the integrand at $k$ and at $k=0$ falls as $1/p^5$, so its integral converges absolutely. Nor does it matter how the loop momentum is labelled. Shifting $p$ by a fixed vector $s$ in a logarithmically divergent integral changes it by a surface term of order $|s|\,p^3/p^4$, which vanishes at infinity. For a cutoff that merely limits the region of integration, the ambiguity is confined to a tensor independent of $k$.

Current conservation determines that tensor. The physical amplitude must satisfy $k_{1\mu}\Pi_{\mu\nu\rho\sigma}=0$, and likewise for the other photons, because a gauge transformation changes a photon's polarization vector by a multiple of its momentum. To see what the cutoff integral does, write $i\slashed k=S^{-1}(p+k)-S^{-1}(p)$ and multiply by a propagator on each side:
\begin{equation}
S(p+k)\,i\slashed k\,S(p)=S(p)-S(p+k).
\label{eq:ward}
\end{equation}
Fix the cyclic order $a,b,c$ of the other three photons and define
\begin{equation}
F(x,y,z)=\mathrm{tr}[S(x)\gamma_aS(y)\gamma_bS(z)\gamma_c],
\end{equation}
with $x=p$, $y=p-k_a$, $z=p-k_a-k_b$. A prime denotes the addition of $k_1$. Photon 1 can enter between $c$ and $a$, between $a$ and $b$, or between $b$ and $c$. With the loop momentum labelled suitably, as the shift argument permits, \eqref{eq:ward} gives for the three insertions
\begin{align}
&F(x,y,z)-F(x',y,z),\nonumber\\
&F(x',y,z)-F(x',y',z),\nonumber\\
&F(x',y',z)-F(x',y',z').
\end{align}
Their sum telescopes to $F(x,y,z)-F(x',y',z')$. Let $T(p)$ be $F(x,y,z)$ summed over the two cyclic orders of $a,b,c$. Then
\begin{equation}
i\,k_{1\mu}\Pi_{\mu\nu\rho\sigma}(k)=\int\!\frac{d^4p}{(2\pi)^4}\left[T(p)-T(p+k_1)\right].
\label{eq:shift}
\end{equation}
Here a shift is not harmless, because $T$ falls only as $1/p^3$. Write
\begin{equation}
T(p+k_1)-T(p)=\int_0^1\!ds\,k_{1\alpha}\partial_\alpha T(p+sk_1),
\end{equation}
so that the right side of \eqref{eq:shift} becomes a surface integral. The displacement $sk_1$ and the photon momenta inside $T$ alter it at order $1/p^4$, which does not contribute on a surface growing as $p^3$. We may therefore use $T_0$, the value of $T$ at zero photon momenta.

This $T_0$ is a third derivative of $L$. From $L=\ln\det S^{-1}$ and $\partial_\nu S=-S\,i\gamma_\nu S$,
\begin{align}
\partial_\nu L&=i\,\mathrm{tr}[S\gamma_\nu],\qquad
\partial_\rho\partial_\nu L=\mathrm{tr}[S\gamma_\rho S\gamma_\nu],\nonumber\\
\partial_\sigma\partial_\rho\partial_\nu L&=
-i\,\mathrm{tr}[S\gamma_\sigma S\gamma_\rho S\gamma_\nu]
-i\,\mathrm{tr}[S\gamma_\rho S\gamma_\sigma S\gamma_\nu]=-iT_0 .
\end{align}
Thus $T_0=i\,\partial_\nu\partial_\rho\partial_\sigma L$, and \eqref{eq:shift} becomes $-i\,k_{1\alpha}\int\partial_\alpha\partial_\nu\partial_\rho\partial_\sigma L\,d^4p/(2\pi)^4$. Comparison with \eqref{eq:total} gives
\begin{equation}
k_{1\mu}\Pi_{\mu\nu\rho\sigma}(k)=k_{1\mu}\Pi_{\mu\nu\rho\sigma}(0)
=\frac{k_{1\mu}\mathcal S_{\mu\nu\rho\sigma}}{12\pi^2},
\label{eq:violation}
\end{equation}
the last form being for the spherical cutoff. The zero-momentum constant is the whole violation. Consequently
\begin{equation}
\Pi^{\rm phys}(k)=\Pi(k)-\Pi(0)
\label{eq:phys}
\end{equation}
is conserved. No other constant will do: an added tensor $K$ independent of $k$ would have to obey $k_{1\mu}K_{\mu\nu\rho\sigma}=0$ for every $k_1$, hence $K=0$. Gauge invariance therefore fixes the momentum-independent part completely.

A numerical case shows the size of the effect. Take $k_1=(0.4,0,0.2,0)\,m$ and the polarizations $e_2=(0.5,1,-0.5,0)$, $e_3=(1,0,0.5,0.5)$, $e_4=(0.5,-0.5,1,1)$. The pairings with $k_1$ in the first place give
\begin{equation}
0.1\cdot1.5+0.5\cdot(-0.75)+0.4\cdot0.25=-0.125
\end{equation}
in units of $m$. Equation \eqref{eq:violation} predicts $-0.125\times0.0084434\,m=-0.0010554\,m$. Direct quadrature of the six boxes at finite momenta, with $k_2=(0,0.4,-0.2,0.2)\,m$ and $k_3=(-0.2,-0.2,0.2,0.2)\,m$, gives the same value. After the subtraction, $2\times10^{-13}\,m$ is left, which is numerical error.

Conservation implies more than a zero at the origin. Take $k_1,k_2,k_3$ as independent, differentiate $k_{1\mu}\Pi^{\rm phys}_{\mu\nu\rho\sigma}=0$ with respect to $k_{1\alpha}$, and set $k_1=0$. The term in which the derivative acts on $\Pi^{\rm phys}$ is multiplied by $k_1$ and disappears, so
\begin{equation}
\Pi^{\rm phys}_{\alpha\nu\rho\sigma}(0,k_2,k_3)=0 .
\end{equation}
The tensor vanishes when one photon is soft, whatever the other momenta. The same holds for $k_2$ and $k_3$. Because $m>0$, the tensor has a power series in the momenta around zero, and each of its terms must contain $k_1$, $k_2$ and $k_3$ at least once. The series therefore starts no lower than third order. It is also even: reversing $p$ and all $k$ changes the sign of every $\slashed p$ in the numerators, and a nonzero trace with four vertices contains an even number of them. Hence $\Pi^{\rm phys}=O(k^4)$, one power of momentum per photon, as expected if the light beams interact through their field strengths. For a massless electron this power series is not available.

With the momenta above, $k_4=(-0.2,-0.2,-0.2,-0.4)\,m$, and polarizations $x,x,y,y$, we have $\mathcal S=1$. The spherical cutoff gives $\Pi=0.0084755$, of which $1/(12\pi^2)=0.0084434$ is the constant. The physical part is the difference, $3.21\times10^{-5}$, smaller than the constant by a factor of 263. Halving all momenta reduces it to $2.23\times10^{-6}$, a factor of 14.4. Between one eighth and one sixteenth of the original momenta the measured power is 3.998, close to four, while the unsubtracted sum settles at the constant. With $e^2=4\pi\alpha$ the spurious coupling is $e^4/(12\pi^2)=\frac43\alpha^2=7.10\times10^{-5}$; $e^4$ times the subtracted component at the original momenta is $2.70\times10^{-7}$. These momenta are Euclidean with $k_i^2\neq0$, and the polarizations are not all transverse, so this number is a value of the gauge-invariant tensor, not a scattering amplitude of real photons.

A regulator that respects gauge invariance makes the subtraction itself. For $d<4$ the surface term in \eqref{eq:total} scales as $p^{d-1}/p^3=p^{d-4}$ and vanishes, so $\Pi(0)=0$. The role of the simple zero in \eqref{eq:dsum} appears when the integral is done explicitly. Let $u=p^2+m^2$. For a function of $u$, $\Box f=2d f'+4(u-m^2)f''$, so
\begin{align}
\Box\ln u&=\frac{2(d-2)}{u}+\frac{4m^2}{u^2},\nonumber\\
\Box u^{-n}&=\frac{2n(2n+2-d)}{u^{n+1}}-\frac{4n(n+1)m^2}{u^{n+2}} .
\end{align}
Applying the second line with $n=1$ and $n=2$ to the first,
\begin{equation}
\Box^2\ln u=\frac{4(d-2)(4-d)}{u^2}+\frac{32(4-d)m^2}{u^3}-\frac{96m^4}{u^4}.
\end{equation}
The standard integral is $\int d^dp\,u^{-n}/(2\pi)^d=m^{d-2n}\Gamma(n-\frac d2)/[(4\pi)^{d/2}\Gamma(n)]$. Reducing all Gamma functions to $g=\Gamma(2-\frac d2)$, the three terms add to
\begin{equation}
\frac{m^{d-4}g\,(4-d)}{(4\pi)^{d/2}}\left[4(d-2)+8(4-d)-4(6-d)\right]=0 .
\end{equation}
The coefficient of $\mathcal S$ is $-2/[d(d+2)]$ times this integral. As $d\to4$, $(4-d)g\to2$, so the first term contributes $-1/(12\pi^2)$ to that coefficient and the last $+1/(12\pi^2)$. Setting $d=4$ in the integrand discards the first and leaves the spherical constant. At $d=3.8$ the terms carrying an explicit factor $4-d$ give $-0.01239$ and the mass term gives $+0.01239$.

Pauli--Villars regularization reaches the same tensor by subtracting the loop of a heavy fermion of mass $M$. The constant \eqref{eq:constant} is independent of mass and cancels in the difference. The rest of the heavy loop is of order $(k/M)^4$, since $\Pi$ is dimensionless, and disappears as $M\to\infty$. What survives is \eqref{eq:phys}. The numerical check checks the slopes, the surface constants, current conservation and the soft-photon zero by direct integration of the Dirac traces.

\section*{Table of computed values}
\begin{verbatim}
Units: hbar = c = electron mass m = 1; factor e^4 omitted
k1 [m] = [0.4 0.  0.2 0. ]  |k1| = 0.4472
k2 [m] = [ 0.   0.4 -0.2  0.2]  |k2| = 0.4899
k3 [m] = [-0.2 -0.2  0.2  0.2]  |k3| = 0.4000
k4 [m] = [-0.2 -0.2 -0.2 -0.4]  |k4| = 0.5292
polarizations: x, x, y, y
shell for slopes: 200 m to 2000 m
log slope, order 1234: +0.016887
log slope, order 1243: +0.016887
log slope, order 1324: -0.033774
log slope, order 1342: +0.016887
log slope, order 1423: -0.033774
log slope, order 1432: +0.016887
sum of six slopes: +6.5e-08
1/(6 pi^2) = 0.016887
six leading coefficients summed, d=2: +0.000000
six leading coefficients summed, d=3: -0.533333
six leading coefficients summed, d=4: +0.000000
zero-momentum constant, quadrature: 0.00844343
1/(12 pi^2): 0.00844343
component 3333, ball: 0.025330
component 3333, p4 first: 0.040528
component 4444, p4 first: 4.3e-17 (magnitude)
scale 1.0000: raw 0.00847551, physical +3.2076e-05
scale 0.5000: raw 0.00844566, physical +2.2258e-06
scale 0.1250: raw 0.00844344, physical +8.9946e-09
scale 0.0625: raw 0.00844343, physical +5.6312e-10
power of k from last two scales: 3.9975
constant / physical at scale 1: 263.2
change on shifting one orientation: 5.5e-13
generic polarizations e2, e3, e4: [0.5, 1.0, -0.5, 0.0] [1.0, 0.0, 0.5, 0.5] [0.5, -0.5, 1.0, 1.0]
k1 contraction, raw [m]: -0.00105543
k1 contraction, surface formula [m]: -0.00105543
k1 contraction, subtracted [m]: 1.7e-13
subtracted tensor at k1 = 0: 5.6e-15 (magnitude)
d=3.5: (4-d) part -0.022456, mass part +0.022456
d=3.8: (4-d) part -0.012393, mass part +0.012393
d=4.0: (4-d) part -0.000000, mass part +0.008443
fine-structure constant: 0.00729735
e^4 times constant = (4/3) alpha^2: 7.10018e-05
e^4 times physical part, scale 1: +2.6973e-07
\end{verbatim}
